Why equal grain-boundary energies need not give 120° triple junctions

**Question**

I am looking at triple junctions in a columnar alumina scale, in a section perpendicular to the triple lines. My reasoning was that each boundary pulls on the junction with a force equal to its energy. If the three energies are equal, the three forces have equal length, and they can cancel only at 120°.

A colleague says that a junction with angles of about 132°, 119° and 109° can be in equilibrium with three equal energies, because the energies depend on orientation. I do not see how. If the energies are equal at the orientations actually present, why should it matter what they would be at other orientations? And if the boundaries are long, moving the junction slightly hardly rotates them, so surely any such effect disappears?

**Answer**

Your colleague can be right. Equilibrium compares the energy of the junction with its energy after a small displacement. A displacement changes the lengths of the boundaries and also turns them, so the slope of the energy with orientation enters even when the energies themselves are equal.

**The force on the junction**

Take a straight triple line perpendicular to the page, free to move and at rest. Keep the crystal orientations fixed, so that a boundary's energy per area depends on its inclination alone. Number the boundaries anticlockwise. Boundary i leaves the junction at angle φ_i, measured anticlockwise, and

t_i = (cos φ_i, sin φ_i),  n_i = dt_i/dφ_i = (−sin φ_i, cos φ_i).

Its energy is γ_i(φ_i), and its torque is τ_i = dγ_i/dφ_i. I assume that this derivative exists; cusps are treated below.

Pin the far end of each boundary at P_i and put the junction at x. With L_i the boundary length,

L_i t_i = P_i − x.

Move the junction by dx. Since dt_i = n_i dφ_i,

t_i dL_i + L_i n_i dφ_i = −dx.

The vectors t_i and n_i are perpendicular unit vectors. Taking the scalar product with each in turn gives

dL_i = −t_i·dx,
L_i dφ_i = −n_i·dx.

The energy per unit length of triple line is E = Σ γ_i L_i, so

dE = Σ (γ_i dL_i + τ_i L_i dφ_i) = −Σ (γ_i t_i + τ_i n_i)·dx.

The force on the junction is minus the gradient of E. It vanishes when

Σ (γ_i t_i + τ_i n_i) = 0.

This is Herring's condition. Your force balance is its first part; the second part is the torque term.

The derivation also answers your question about long boundaries. The rotation dφ_i is proportional to 1/L_i, but the area that rotates is proportional to L_i, so the length cancels. The pinned points may therefore be taken as close to the junction as we like, and the condition holds for curved boundaries too, with t_i the tangent at the junction.

**Is the balanced position a minimum?**

Write ξ_i = γ_i t_i + τ_i n_i. Because dn_i/dφ_i = −t_i,

dξ_i/dφ_i = τ_i t_i + γ_i n_i + γ_i'' n_i − τ_i t_i = Γ_i n_i,  Γ_i = γ_i + γ_i''.

The gradient of E is −Σ ξ_i, and dφ_i = −n_i·dx/L_i. The gradient therefore changes by

Σ (Γ_i/L_i) n_i (n_i·dx).

If every stiffness Γ_i is positive, a displacement dx costs the second-order energy ½ Σ (Γ_i/L_i)(n_i·dx)². This is positive when the boundaries do not all lie along one line, so the balanced position is a minimum.

**When equal energies do give 120°**

Let all three energies equal γ at the actual inclinations.

Suppose first that the torques also share one value τ. Let S = Σ t_i, and let R be the anticlockwise quarter turn, so that n_i = R t_i. The balance becomes

γS + τRS = 0.

S and RS are perpendicular and equally long, so squaring gives (γ² + τ²)|S|² = 0, hence S = 0. Then t_1 + t_2 = −t_3, and squaring this gives 2 + 2 cos θ_12 = 1, or θ_12 = 120°. The same argument applies to the other pairs.

Conversely, suppose the angles are 120°. Then Σ t_i = 0, and the remaining force is Σ τ_i n_i. Since n_i·n_j = −½ for different boundaries, its magnitude F obeys

F² = τ_1² + τ_2² + τ_3² − τ_1τ_2 − τ_2τ_3 − τ_3τ_1
  = ½[(τ_1 − τ_2)² + (τ_2 − τ_3)² + (τ_3 − τ_1)²].

This vanishes only if the three torques are equal. So for equal energies, the angles are 120° if and only if the torques are equal. Orientation dependence alone does not spoil the rule: three torques of 0.20γ still give 120°. Unequal torques do spoil it.

**The angles for unequal torques**

Let q_i = τ_i/γ. The vector ξ_i = γ(t_i + q_i n_i) has length γg_i, with g_i = √(1 + q_i²), and is turned anticlockwise from the boundary by α_i = arctan q_i.

The three vectors ξ_i sum to zero, which is possible only if each g_i is no larger than the sum of the other two; for a single nonzero torque this means |q| ≤ √3. Let Θ_ij be the angle from ξ_i to the next vector ξ_j, and let k be the third boundary. Squaring ξ_i + ξ_j = −ξ_k gives

g_i² + g_j² + 2g_i g_j cos Θ_ij = g_k²,
cos Θ_ij = (g_k² − g_i² − g_j²)/(2g_i g_j).

The direction of ξ_i is φ_i + α_i, so Θ_ij = (φ_j + α_j) − (φ_i + α_i). The angle between the boundaries themselves is therefore

θ_ij = Θ_ij + α_i − α_j.

For small torques, g_i differs from 1 only at second order, while α_i ≈ q_i. To first order,

θ_ij ≈ 120° + (q_i − q_j), with q in radians.

A modest slope thus has a first-order effect on the angles.

**An example with your colleague's angles**

Let boundaries 2 and 3 have constant energy γ_0 = 1 J/m² (6.24 eV/nm²), and let

γ_1 = γ_0[1 + (q/2) sin 2φ_1],  q = 0.2.

Reversing a boundary's direction leaves this energy unchanged, as the inversion symmetry of α-alumina requires. The stiffness is γ_0[1 − (3q/2) sin 2φ_1], which is positive at every inclination for q = 0.2.

Suppose the surrounding grains hold boundary 1 at φ_1 = 0. Its energy is then γ_0, the same as the others, but its torque is 0.2 J/m² per radian. With g_1² = 1.04 and g_2 = g_3 = 1,

cos Θ_23 = (1.04 − 2)/2 = −0.48,  Θ_23 = 118.69°,
Θ_12 = Θ_31 = (360° − 118.69°)/2 = 120.66°,
α_1 = arctan 0.2 = 11.31°.

The boundary angles are

θ_12 = 120.66° + 11.31° = 131.97°,
θ_23 = 118.69°,
θ_31 = 120.66° − 11.31° = 109.35°.

The first-order formula gives 131.46°, 120.00° and 108.54°. Changing the sign of q exchanges θ_12 and θ_31.

Now suppose you inferred energies from these angles while ignoring torque. The component of Σ γ_i t_i = 0 perpendicular to t_1 is γ_2 sin θ_12 − γ_3 sin θ_31 = 0. Repeating this for another boundary gives the sine law

γ_1/sin θ_23 = γ_2/sin θ_31 = γ_3/sin θ_12.

It would return γ_1/γ_3 = 1.180 and γ_2/γ_3 = 1.269, although both true ratios are 1.

**Equal at which orientation?**

Herring's condition supplies two equations for three inclinations. The rest of the network supplies what is missing, so "equal energies" must say at which inclinations they are equal.

For a second case, pin the far ends 250 nm from the starting point, in directions 120° apart, with boundary 1 initially at φ_1 = 0. All energies are equal at the start, but the force on the junction is 0.2 J/m² (equivalently N/m) in the +y direction. Moving that way turns boundary 1 clockwise and lowers its energy per area.

The shift can be estimated from the stiffness. At the start every Γ_i is γ_0, and three directions 120° apart resist motion equally in all directions, with spring constant 3γ_0/(2L). Hence

shift ≈ 0.2 × 250 nm/1.5 = 33.3 nm,
energy released ≈ (0.2 J/m²)² × 250 nm/(2 × 1.5 J/m²) = 3.33 nJ per metre of line.

Direct minimization of the energy gives a shift of 33.07 nm in y and −3.30 nm in x, with 3.31 nJ/m released. The final angles are 131.00°, 120.44° and 108.56°.

Boundary 1 has turned to −7.44°, and its energy has fallen to 0.974 J/m², so the energies are no longer quite equal. That difference cannot explain the asymmetry: without torque, γ_2 = γ_3 would require θ_12 = θ_31.

**What this means for a real scale**

The energy of 1 J/m², the 250 nm boundaries, the 2000 nm scale thickness and the temperature of 1400 K are rough values for a thin alumina scale. The torque ratio is an assumption, not a measured property of your boundaries. With one torque present and equal energies, q = 0.05 gives 122.90°, 119.92° and 117.18°; q = 0.30 gives 138.17°, 117.06° and 104.77°.

The assumption most open to doubt is a smooth γ(φ), because real boundaries can be faceted. At a cusp the slope jumps, and the facet can supply any torque between the two one-sided slopes. If these were ±0.2γ_0 on boundary 1, with equal energies and no other torques, equilibrium would allow θ_12 anywhere from about 109° to 132°.

Other neglected effects are smaller for these rough inputs. The limits for drag and line energy apply to the first example, with boundary 1 still held at φ_1 = 0; holding boundary 2 or 3 instead raises them by up to about 16%, to 1.55° for drag and 0.077° for line energy.

- A junction that resists motion feels drag. An assumed drag force of 0.02γ_0 changes an angle by at most 1.34°.
- A curved triple line with line energy 1 nJ/m and radius 1000 nm exerts a force of 0.001 J/m², worth at most 0.067°.
- Thermal motion of the line as a rigid whole is about 0.043 nm rms in its softest direction. This turns one 250 nm boundary by up to 0.010° and changes an angle between boundaries by about 0.016° rms. A line that is free to bend wanders more locally, roughly 0.2 nm in an isotropic capillary-wave estimate with a short-wavelength cutoff of 0.3 to 1 nm. In the same estimate, a 20 nm chord from the junction is tilted at any instant by about 0.5° to 0.6° rms.
- A driving pressure P bends a boundary. Over a length ds, the change Γ dφ in capillary force balances P ds, so the total turn is PL/Γ. For a uniaxial stress σ of 0.3 GPa, a Young modulus E of 350 GPa and an assumed 20% difference in the elastic energy density σ²/(2E) across the boundary, P is 0.0257 MPa and the turn is 0.37°. The turn grows as the square of the stress: it is about 4° at 1 GPa and 9° at 1.5 GPa. A scale on a substrate is stressed equally in two directions, with energy density σ²(1 − ν)/E; for a Poisson ratio ν of 0.24 the three turns become 0.56°, 6° and 14°. The turn is small only for a lightly stressed scale. This affects the traced angle, not the balance at the junction.

Measurement can matter more. If a boundary is an arc of radius r, a chord of arc length s departs from the tangent at the junction by s/(2r). Two boundaries bending in opposite senses give an error of s/r. For r = 1000 nm, tracing 20 nm costs up to 1.15°, but tracing the full 250 nm costs up to 14.32°, more than the torque effect in the example. A section that is not exactly perpendicular to the triple line also distorts the angles: for a 120° junction, by up to 0.76° at a tilt of 10° and 3.1° at 20°.

So measure the tangents close to the junction before interpreting the angles. Even then, one set of three angles does not separate energy differences from torques: the sine law can fit any three angles below 180° with constant energies. Many junctions with the same boundary types at different inclinations constrain the problem further, but need not settle it. Three boundaries that share γ_0[1 + 0.025 cos 6φ] have equal energies and equal torques whenever they are 120° apart, so they meet at 120° at every inclination although their torques reach 0.15γ_0. Independent information on how γ varies with inclination may therefore still be needed. The numerical output below lists the inputs and most of the values used here.

Calculated quantities

```
INPUTS (rough or assumed)
boundary energy gamma0 = 1.00 J/m^2
  the same = 6.24 eV/nm^2
torque ratio q of boundary 1 = 0.20
torque of boundary 1 = 0.20 J/m^2 per rad
boundary length = 250 nm
scale thickness = 2000 nm
temperature = 1400 K
CASE A: equal energies at equilibrium
capillary vector 1: length = 1.0198 gamma0
capillary vector 1: turned by 11.31 deg
Theta12 = 120.66 deg, theta12 = 131.97 deg
Theta23 = 118.69 deg, theta23 = 118.69 deg
Theta31 = 120.66 deg, theta31 = 109.35 deg
first-order theta12, 23, 31 = 131.46 120.00 108.54 deg
apparent gamma1/gamma3 = 1.180
apparent gamma2/gamma3 = 1.269
CASE B: equal energies at 120 deg, then released
starting force x, y = 0.000, 0.200 J/m^2
junction shift x = -3.30 nm
junction shift y = 33.07 nm
final direction of boundary 1 = -7.44 deg
final gamma1 = 0.9743 J/m^2
final torque 1 = 0.1933 J/m^2 per rad
final theta12, 23, 31 = 131.00 120.44 108.56 deg
energy released = 3.31 nJ/m of line
ANGLES FOR OTHER TORQUES (equal energies)
q=0.05: theta12, 23, 31 = 122.90 119.92 117.18 deg
q=0.10: theta12, 23, 31 = 125.88 119.67 114.45 deg
q=0.30: theta12, 23, 31 = 138.17 117.06 104.77 deg
all q=0.20: 120.00 120.00 120.00 deg
NEGLECTED EFFECTS (rough inputs, angle changes)
drag of 0.02 gamma0: 1.34 deg
line energy 1.0 nJ/m, radius 1000 nm: 0.067 deg
stress = 0.3 GPa, Young modulus = 350 GPa
elastic difference fraction = 0.2
driving pressure = 0.0257 MPa
bending by that pressure: 0.37 deg
thermal junction motion = 0.043 nm rms
thermal angle change: 0.010 deg
boundary curvature radius = 1000 nm
tracing 20 nm: error up to 1.15 deg for two boundaries
tracing 250 nm: error up to 14.32 deg for two boundaries
```
